\section*{Why converged Foldy-Wouthuysen steps do not give Eriksen's Hamiltonian}

\section*{Question}

I am block-diagonalizing the Dirac Hamiltonian of an electron in a static scalar potential $V(\mathbf r)$ in two ways. The first is the step-by-step Foldy-Wouthuysen (FW) procedure: remove the odd part with an exponential, look at the odd part that is left, remove that, and so on. The second is Eriksen's one-step transformation, built from the sign of the Hamiltonian.

Through order $c^{-2}$ the results agree. At order $c^{-4}$ the FW steps give me a term proportional to $|\nabla V|^2$, and I cannot find it in Eriksen's Hamiltonian. I expected both methods to reach the same operator once the odd part is gone. Have I stopped the steps too early, or made an algebraic error? And if both results are right, which one has the correct energies?

\section*{Answer}

Neither is necessarily in error. Removing the odd part does not fix the Hamiltonian: any further unitary that acts within the upper and lower blocks leaves it block-diagonal. The FW steps and Eriksen's formula differ by such a unitary, starting at $c^{-4}$. More steps do not remove it, and the energies are the same. The derivation below locates your term and its partner linear in $V$.

\subsection*{Conventions and counting}

Write
\begin{equation}
H=\beta mc^2+O+E,\qquad O=c\,\boldsymbol\alpha\cdot\mathbf p,\qquad E=V(\mathbf r),
\end{equation}
with $\beta O=-O\beta$ (odd) and $\beta E=E\beta$ (even). There is no vector potential, $V$ is smooth, and the series are formal expansions in $1/c$.

In the algebra I set $m=c=1$, so $H=\beta+O+E$. Give $O$ weight 1 and $E$ weight 2. A term of $H$ with $a$ factors $O$ and $b$ factors $E$ carries $(mc^2)^{1-a-b}$ when units are restored, and each $O$ brings one $c$. Its order is therefore $c^{\,2-(a+2b)}$: weight 6 in $H$ means $c^{-4}$. A dimensionless generator of weight $w$ has order $c^{-w}$.

\subsection*{The first FW step}

Take $S=\beta O/2$ and form $e^SHe^{-S}$. Since $S$ anticommutes with both $\beta$ and $O$,
\begin{equation}
e^S(\beta+O)e^{-S}=(\beta+O)e^{-\beta O}.
\end{equation}
From $(\beta O)^2=-O^2$ we get $e^{-\beta O}=\cos O-\beta\sin O$, hence
\begin{align}
(\beta+O)e^{-\beta O}&=\beta(\cos O+O\sin O)+(O\cos O-\sin O)\nonumber\\
&=\beta\Big(1+\frac{O^2}{2}-\frac{O^4}{8}+\frac{O^6}{144}\Big)-\frac{O^3}{3}+\dots
\end{align}

For the potential, let $X=[O,E]$, which is odd and has weight 3. Two rules suffice: $[\beta O,Z]=\beta[O,Z]$ for even $Z$, and $[\beta O,\beta Y]=-[O,Y]$ for odd $Y$. The nested commutators of $S$ with $E$ then give
\begin{equation}
e^SEe^{-S}=E+\frac{\beta X}{2}-\frac{[O,X]}{8}-\frac{\beta[O,[O,X]]}{48}+\frac{[O,[O,[O,X]]]}{384}+\dots
\label{eq:pot}
\end{equation}
The remaining odd part is
\begin{equation}
O_1=\frac{\beta X}{2}-\frac{O^3}{3}+(\text{weight}\ge5).
\end{equation}

\subsection*{The second step, and why later ones do not matter here}

The next generator is $S_1=\beta O_1/2$, of weight 3. By the same formulas the even part gains $\beta O_1^2/2$, of weight 6; the next addition, $-[O_1,[O_1,E_1]]/8$, has weight at least 8, where $E_1$ is the even part without $\beta$. Using $\beta X\beta X=-X^2$ and $O^3\beta X=-\beta O^3X$,
\begin{align}
\frac{\beta O_1^2}{2}&=\frac{\beta}{2}\Big(-\frac{X^2}{4}+\frac{O^6}{9}-\frac{\beta XO^3+O^3\beta X}{6}\Big)\nonumber\\
&=-\frac{\beta X^2}{8}+\frac{\beta O^6}{18}+\frac{[O^3,X]}{12}.
\end{align}
The odd part left after this step is $O_2=\beta[O_1,E_1]/2+\dots$, of weight 5. Removing it adds $\beta O_2^2/2$, of weight 10, or $c^{-8}$. The even part through $c^{-4}$ is thus settled after two steps, although the odd remainder $O_2$ is itself of order $c^{-3}$ and needs a third step to be removed.

Now collect weight 6. The kinetic coefficient is $1/144+1/18=1/16$. For the terms linear in $E$, expand the commutators into words:
\begin{align}
&\frac{O^4E-4O^3EO+6O^2EO^2-4OEO^3+EO^4}{384}\nonumber\\
&\quad+\frac{O^4E-O^3EO-OEO^3+EO^4}{12}\nonumber\\
&=\frac{11}{128}(O^4E+EO^4)-\frac{3}{32}(O^3EO+OEO^3)+\frac{1}{64}O^2EO^2\nonumber\\
&=\frac{3}{64}\{O^2,[O,X]\}+\frac{5}{128}[O^2,[O^2,E]].
\end{align}
The last line follows from $[O,X]=O^2E-2OEO+EO^2$ and $[O^2,[O^2,E]]=O^4E-2O^2EO^2+EO^4$. The stepwise result is
\begin{equation}
H_S^{(6)}=\frac{\beta O^6}{16}+\frac{3}{64}\{O^2,[O,X]\}+\frac{5}{128}[O^2,[O^2,E]]-\frac{\beta X^2}{8}.
\label{eq:HS}
\end{equation}
The last term is the one you found.

\subsection*{What Eriksen's transformation fixes}

Let $\lambda=\operatorname{sign}H$, so $\lambda^2=1$, and
\begin{equation}
U_E=(1+\beta\lambda)N,\qquad N=(2+\beta\lambda+\lambda\beta)^{-1/2}.
\end{equation}
The sum $\beta\lambda+\lambda\beta$ commutes with $\beta$ and $\lambda$, so $N$ does too. Unitarity follows from $(1+\beta\lambda)(1+\lambda\beta)=2+\beta\lambda+\lambda\beta$. Next,
\begin{equation}
U_E\lambda=(\lambda+\beta)N=\beta(1+\beta\lambda)N=\beta U_E .
\end{equation}
Thus $U_E\lambda U_E^\dagger=\beta$. As $H$ commutes with $\lambda$, the transformed $H$ commutes with $\beta$ and is even.

There is a further property:
\begin{equation}
\beta U_E\beta=(1+\lambda\beta)N=U_E^\dagger .
\end{equation}
Writing $U_E=e^{R}$, with $R$ the series that vanishes as $1/c\to0$, this says $\beta R\beta=-R$. Eriksen's total exponent is odd. In the FW procedure each separate exponent is odd, but the exponent of their product need not be.

\subsection*{The block-diagonal unitary between them}

Let $U_S=\cdots e^{S_2}e^{S_1}e^{S}$ and $W=U_SU_E^\dagger$, so that $H_S=WH_EW^\dagger$. The stepwise Hamiltonian is even and starts with $\beta$, so its sign is $\beta$ in the formal series, and $U_S\lambda U_S^\dagger=\beta$. Therefore $W\beta W^\dagger=U_S\lambda U_S^\dagger=\beta$: $W$ is block-diagonal.

Write $W=e^g$ with $g$ even. In $U_S=e^ge^R$ the lowest-weight part of $g$ equals the lowest-weight even part of $\log U_S$, because $[g,R]$ is odd and further even terms have higher weight. The Baker-Campbell-Hausdorff formula gives
\begin{equation}
\log(e^{S_1}e^S)=S_1+S+\tfrac12[S_1,S]+\dots
\end{equation}
The commutator is even and has weight $3+1=4$. Since $S_2$ has weight 5, it first enters the even part through $[S_2,S]$, at weight 6.

With $S_1=X/4-\beta O^3/6+\dots$, the cubic piece drops out because $[\beta O^3,\beta O]=-O^4+O^4=0$. What remains is
\begin{align}
G=\frac12\Big[\frac X4,\frac{\beta O}{2}\Big]
&=\frac{X\beta O-\beta OX}{16}=-\frac{\beta(XO+OX)}{16}\nonumber\\
&=-\frac{\beta[O^2,E]}{16}.
\end{align}
In ordinary units, with $O^2=c^2p^2$,
\begin{equation}
W=1+G+\dots,\qquad G=-\frac{\beta\,[p^2,V]}{16m^3c^4}.
\label{eq:G}
\end{equation}

Since $g$ commutes with $\beta$, the weight-6 difference comes from $G$ and the weight-2 part of $H_E$:
\begin{align}
H_S^{(6)}-H_E^{(6)}&=\Big[G,E+\frac{\beta O^2}{2}\Big]\nonumber\\
&=-\frac{\beta}{16}[[O^2,E],E]+\frac{1}{32}[O^2,[O^2,E]].
\label{eq:diff}
\end{align}
Subtract this from \eqref{eq:HS}. The coefficient $5/128$ becomes $5/128-4/128=1/128$. For the quadratic part use $[O^2,E]=OX+XO$, which gives $[[O^2,E],E]=2X^2+\{O,[X,E]\}$. The two $X^2$ terms cancel:
\begin{equation}
H_E^{(6)}=\frac{\beta O^6}{16}+\frac{3}{64}\{O^2,[O,X]\}+\frac{1}{128}[O^2,[O^2,E]]+\frac{\beta}{16}\{O,[X,E]\}.
\end{equation}

For a scalar potential $X=-i\hbar c\,\boldsymbol\alpha\cdot\nabla V$. It commutes with $V$, so the last term vanishes. Its square is $-\hbar^2c^2|\nabla V|^2$, because $\partial_iV\,\partial_jV$ is symmetric and selects $\{\alpha_i,\alpha_j\}=2\delta_{ij}$. The terms quadratic in $V$ at order $c^{-4}$ are therefore
\begin{equation}
\text{stepwise: }+\beta\frac{\hbar^2|\nabla V|^2}{8m^3c^4},\qquad\text{Eriksen: }0.
\end{equation}
If you want Eriksen's Hamiltonian through $c^{-4}$ from the FW steps, take the even part after the second step (or carry out the third step, which removes the odd remainder of order $c^{-3}$) and transform it with $e^{-G}$.

\subsection*{What the difference means}

Since $[p^2,V]=-\hbar^2(\nabla^2V+2\nabla V\cdot\nabla)$, on the upper block
\begin{equation}
G=\mathbf a\cdot\nabla+\tfrac12\nabla\cdot\mathbf a,\qquad \mathbf a=\frac{\hbar^2\nabla V}{8m^3c^4}.
\end{equation}
This generates a small, position-dependent displacement, with the divergence term preserving the norm. To this order $\psi_S=(1+G)\psi_E$, and an untransformed multiplicative operator $A(\mathbf r)$ has
\begin{equation}
\langle A\rangle_S-\langle A\rangle_E=\langle[A,G]\rangle=-\frac{\hbar^2\langle\nabla V\cdot\nabla A\rangle}{8m^3c^4}.
\label{eq:A}
\end{equation}
If $A$ is transformed with the same unitary as the state, both pictures return the Dirac expectation value.

Two limits make this concrete. For $V=0$ every generator has the form $\beta f(O)$ with $f$ odd. These commute, their exponents add to an odd exponent, and the two methods coincide order by order in $1/c$. As a finite iteration the steps have a limited range: each one maps the mixing angle $\theta$ of a plane wave of energy $E_p$ to $\theta-(E_p/mc^2)\sin\theta$, a map whose linearization at $\theta=0$ contracts only for $E_p<2mc^2$, that is $p<\sqrt3\,mc$. For a locally uniform force, $V=Fx$, the double commutator $[p^2,[p^2,V]]$ vanishes and the upper-block difference is the constant $\hbar^2F^2/(8m^3c^4)$. That is $Fa$, the change of $Fx$ under $x\to x+a$ with $a=\hbar^2F/(8m^3c^4)$; correspondingly $\psi_S(x)=\psi_E(x+a)$.

For a bound eigenstate of $h_0=p^2/2m+V$, $\langle[G,h_0]\rangle=0$. The quadratic and linear parts of \eqref{eq:diff} then cancel in first order. You may use either Hamiltonian, but not the linear terms of one with the quadratic term of the other.

The formal expansion needs care with singular potentials. For a point charge $|\nabla V|^2\propto r^{-4}$, and its expectation value in an $s$ state diverges at the origin as $\int r^{-2}\,dr$. Eriksen's form does not escape this. By the cancellation just described, its term $[O^2,[O^2,E]]/128$ has the mean $-\hbar^2\langle|\nabla V|^2\rangle/(32m^3c^4)$ in a bound eigenstate of $h_0$, which grows without bound in the same way as a smoothed charge shrinks to a point.

\subsection*{A numerical case}

Consider motion along $x$ in $V=-V_0\cos kx$, with periodic states of zero Bloch momentum. The spin component $\Sigma_x$ commutes with $\alpha_x$ and $\beta$, so the Dirac equation splits into two two-component equations with $\beta\to\sigma_z$, $\alpha_x\to\pm\sigma_x$. Conjugation with $\sigma_z$ turns one into the other, so I use the upper sign. Set $\hbar=m=k=1$; energies are in $\hbar^2k^2/m$. I take $V_0=4$ and $c=20$, with other values of $c$ to check the scaling. These are model parameters.

The basis is the plane waves $-10$ to $10$, so every momentum lies below $\sqrt3\,mc$ for the values of $c$ used. The FW steps were repeated until the norm of the odd part fell below $10^{-9}$: 13 steps at $c=20$, 8 at $c=40$. These counts depend on the highest momentum kept and grow with the cutoff. Eriksen's operator was formed from the sign function. The part $Q$ quadratic in $V$, multiplied by $c^4$, should be $V_0^2\sin^2x/8$ for the steps. Its diagonal element in the constant plane wave is $(16/8)(1/2)=1$. The converged steps give 0.9983 at $c=20$ and 0.9996 at $c=40$; Eriksen's Hamiltonian gives 0.00016 and 0.00004, a fall by the factor 4 of a $c^{-2}$ remainder. The second value is near the rounding level of double precision after multiplication by $c^4$, and the listed output shows it as 0.00003. Over all elements between plane waves $-2$ to $2$, the remainders fall by factors of 3.94 (stepwise) and 3.92 (Eriksen), close to the factor 4 of a $c^{-2}$ correction.

The unitary itself is visible too. Between plane waves 1 and 0, $V_{10}=-V_0/2=-2$ and $[p^2,V]_{10}=(1-0)(-2)=-2$, so \eqref{eq:G} predicts $c^4W_{10}=2/16=0.125$. The computed values are 0.1248 at $c=20$ and 0.12495 at $c=40$.

The ground-state energy at $c=20$, measured from $mc^2$, is $-3.03208044$ from the Dirac, stepwise and Eriksen matrices alike. In the nonrelativistic ground state $\langle\sin^2x\rangle=0.2063$, so the quadratic difference contributes $16(0.2063)/8=0.4126$ to $c^4\langle H_S-H_E\rangle$. The linear difference contributes $-0.4126$.

Now cut the Hamiltonians after $c^{-4}$. Relative to the Dirac energy at $c=20$, the stepwise error is $1.3\times10^{-8}$ and Eriksen's is $2.2\times10^{-8}$. Deleting $|\nabla V|^2$ from the stepwise form while keeping its coefficient $5/128$ gives an error of $-2.56\times10^{-6}$; the estimate is $-0.4126/20^4=-2.58\times10^{-6}$. Between $c=10$ and $c=20$ the consistent errors fall by about 65, near $2^6$, and the mixed error by about 16, which is $2^4$. The mixture has lost the $c^{-4}$ accuracy.

Finally take $A=\cos x$ without transforming it. Equation \eqref{eq:A} gives $c^4(\langle A\rangle_S-\langle A\rangle_E)=V_0\langle\sin^2x\rangle/8=0.1032$, against computed values of 0.1019 at $c=20$ and 0.1028 at $c=40$. Both untransformed values at $c=20$ are 0.87505, while the Dirac value is 0.87478. That larger gap is of order $c^{-2}$ and common to both pictures: \eqref{eq:pot} with $E$ replaced by $A$ gives the missing correction $-[p,[p,A]]/(8c^2)=A''/(8c^2)$, whose mean is $-0.875/3200=-2.7\times10^{-4}$.

So keep your $|\nabla V|^2$ term if you use the stepwise Hamiltonian, together with the stepwise linear terms and operators transformed by $U_S$. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Random-matrix series, relative deviations (no unit)
 stepwise c^-4 term from formula: 1.7e-16
 Eriksen c^-4 term from formula:  6.6e-16
 c^-4 part of W from formula G:   2.4e-15
 stepwise against Eriksen, c^-4:  0.282
Model: V = -V0 cos x; energy unit hbar^2 k^2/m
 V0 = 4.0 energy units; plane waves |k| <= 10
 nonrelativistic ground energy = -3.03233493 energy units
 mean sin^2 x in that state = 0.206303 (no unit)
Quadratic part in V times c^4 (units hbar=m=k=1)
 formula stepwise <0|Q|0> = 1.00000
 formula stepwise <0|Q|2> = -0.50000
 c=20 hbar k/m: FW steps to convergence = 13
  stepwise <0|Q|0> = 0.99834
  stepwise <0|Q|2> = -0.49730
  Eriksen  <0|Q|0> = 0.00016
  Eriksen  <0|Q|2> = -0.00348
  c^4 <1|W|0> = 0.12481; formula 0.12500
 c=40 hbar k/m: FW steps to convergence = 8
  stepwise <0|Q|0> = 0.99958
  stepwise <0|Q|2> = -0.49932
  Eriksen  <0|Q|0> = 0.00003
  Eriksen  <0|Q|2> = -0.00087
  c^4 <1|W|0> = 0.12495; formula 0.12500
Remainder at c=20 over remainder at c=40 (c^-2 law: 4)
 full difference H_S-H_E: 3.925
 stepwise quadratic part: 3.939
 Eriksen quadratic part:  3.915
Ground energy minus m c^2 at c=20 (energy units)
 Dirac    -3.032080440
 stepwise -3.032080440
 Eriksen  -3.032080440
Mean of H_S-H_E times c^4, nonrelativistic ground state
 quadratic in V: +0.412606 (hbar=m=k=1)
 linear in V:    -0.412606 (hbar=m=k=1)
Energy error of Hamiltonians cut after c^-4 (energy units)
 stepwise  c=10: +8.498e-07   c=20: +1.297e-08
 eriksen   c=10: +1.441e-06   c=20: +2.230e-08
 mixed     c=10: -4.018e-05   c=20: -2.562e-06
 mixed = stepwise without its (dV/dx)^2 term
 predicted mixed error at c=20: -2.579e-06
Mean of cos x at c=20 (no unit)
 Dirac state:                    0.874775257
 stepwise, operator untransformed: 0.875048585
 Eriksen, operator untransformed:  0.875047948
 c^4 (stepwise-Eriksen): c=20 0.10190, c=40 0.10284
 formula V0 <sin^2 x>/8: 0.10315
\end{verbatim}
